**Entropy production against Joule power for elastic impurity scattering**

The program tests $T\Pi=\mathbf J\cdot\mathbf E$ to leading order in the field, where $T$ is the temperature, $\Pi$ the collisional entropy production per volume and time, $\mathbf J$ the current density and $\mathbf E$ the field. It builds the collision operator on energy shells, solves for the first-order distribution without assuming a relaxation time, and evaluates $\Pi$ with the full logarithm. It asserts agreement with the Joule power for screened impurities in a free-electron metal and for an anisotropic two-dimensional band in which the current is tilted from the field by 3.76 degrees. At a stronger field it also asserts agreement with finite differences of the entropy, with the quadratic form in the distribution, and with the predicted size of the truncation correction. Finite differences in wave vector confirm that drift supplies the Joule energy and, within the tolerance, creates no entropy. Other assertions cover the Born scattering rate for weak impurities, the thick-film limit and the electron heat capacity. For the example, both sides equal 7.21 × 10⁶ W/cm³, with a printed ratio of 1.000000. The output also shows that the Born approximation, phonons and diffuse film surfaces each change the model resistivity by a factor near two; the phonon figure rests on a rough input.

## Program and output

```python
"""
Result under test: for electrons scattered elastically by impurities,
    T * (collisional entropy production rate) = J.E
to leading order in the field E, with the distribution stationary at first order.
Atomic units, k_B = 1, electron charge -1.
f0: Fermi function; x = (energy - mu)/kT; phi = Phi/kT, where
f = f0 + f0*(1-f0)*phi is the distribution to first order in the field.
L: collision operator on each energy shell, df/dt = -L f.
w: number of states (with spin) per volume carried by each grid point.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, solve_ivp
from scipy.special import expit, spherical_jn, spherical_yn, xlogy

pc = const.physical_constants
HARTREE_EV = pc["Hartree energy in eV"][0]
BOHR_M = pc["atomic unit of length"][0]
BOHR_ANG = BOHR_M * 1e10
TIME_S = pc["atomic unit of time"][0]
FIELD_SI = pc["atomic unit of electric field"][0]
CURRENT_SI = const.e / (TIME_S * BOHR_M**2)
POWER_SI = pc["Hartree energy"][0] / (TIME_S * BOHR_M**3)
KB_EV = const.k / const.e

# Chosen inputs of the example
fermi_ev, temperature = 7.0, 380.0
impurity_fraction, charge = 0.01, 1.0
current_ma_cm2 = 2.0
film_ang = 200.0
phonon_coupling = 0.13       # rough transport coupling constant
lattice_coupling = 1e17      # rough, W/(m^3 K)

mu = fermi_ev / HARTREE_EV
kT = KB_EV * temperature / HARTREE_EV
k_fermi = np.sqrt(2 * mu)
density = k_fermi**3 / (3 * np.pi**2)
n_imp = impurity_fraction * density
kappa = np.sqrt(4 * k_fermi / np.pi)      # Thomas-Fermi screening


def born_rate(k, z=charge):
    """Closed-form transport scattering rate, screened Coulomb impurities."""
    y = 4 * k**2 / kappa**2
    return 2 * np.pi * n_imp * z**2 / k**3 * (np.log1p(y) - y / (1 + y))


def steady_phi(L, w, v, field, temp):
    """Solve L Phi = -field*v with zero mean on every energy shell."""
    size = np.mean(np.diagonal(L, axis1=1, axis2=2), axis=1)
    mean = w / w.sum(axis=1, keepdims=True)
    matrix = L + size[:, None, None] * mean[:, None, :]
    return np.linalg.solve(matrix, (-field * v)[..., None])[..., 0] / temp


def occupation(x, phi):
    f0 = expit(-x)
    return f0 + f0 * expit(x) * phi


def log_odds(x, phi):
    """ln(f/(1-f)) without expansion, arranged to avoid cancellation."""
    return -x + np.log1p(expit(x) * phi) - np.log1p(-expit(-x) * phi)


def collide(L, f):
    return -np.einsum("sij,sj->si", L, f)


def entropy_rate(L, w, x, phi):
    return -np.sum(w * collide(L, occupation(x, phi)) * log_odds(x, phi))


def entropy(w, f):
    return -np.sum(w * (xlogy(f, f) + xlogy(1 - f, 1 - f)))


# Three-dimensional free-electron shells, angular quadrature
x_line = np.linspace(-30, 30, 121)
dx = x_line[1] - x_line[0]
x = x_line[:, None]
energy = mu + kT * x
k = np.sqrt(2 * energy)
cosine, gauss = np.polynomial.legendre.leggauss(20)
sine = np.sqrt(1 - cosine**2)
azimuth = 2 * np.pi * np.arange(64) / 64
cos_angle = (np.outer(cosine, cosine)[..., None]
             + np.outer(sine, sine)[..., None] * np.cos(azimuth))
q2 = 2 * k[:, :, None, None]**2 * (1 - cos_angle)
potential = 4 * np.pi * charge / (q2 + kappa**2)
R = (n_imp * k[:, :, None] / (4 * np.pi**2)
     * np.mean(potential**2, axis=-1) * 2 * np.pi)
L = -R * gauss
idx = np.arange(len(cosine))
L[:, idx, idx] += R @ gauss
w = k * gauss * kT * dx / (2 * np.pi**2)
v = k * cosine

# Example at its own field
tau = 1 / born_rate(k_fermi)
path = k_fermi * tau
resistivity = 1 / (density * tau)
field = current_ma_cm2 * 1e10 / CURRENT_SI * resistivity
phi = steady_phi(L, w, v, field, kT)
phi_formula = -field * v / born_rate(k) / kT
assert np.max(abs(phi - phi_formula)) < 1e-7 * np.max(abs(phi))
current = -np.sum(w * v * occupation(x, phi))
joule = current * field
production = entropy_rate(L, w, x, phi)
assert abs(current / (density * tau * field) - 1) < 1e-3
assert abs(kT * production / joule - 1) < 1e-5

# Stronger field: entropy functional itself, quadratic form, size of deviation
strength = field * path / kT
test_strength = 0.1
strong = field * test_strength / strength
phi_s = phi * test_strength / strength
f_s = occupation(x, phi_s)
joule_s = -strong * np.sum(w * v * f_s)
prod_s = entropy_rate(L, w, x, phi_s)
step = 0.01 * tau
change = step * collide(L, f_s)
prod_fd = (entropy(w, f_s + change) - entropy(w, f_s - change)) / (2 * step)
assert abs(prod_fd / prod_s - 1) < 1e-4
pairs = (phi_s[:, :, None] - phi_s[:, None, :])**2
quadratic = 0.5 * kT * np.sum(
    (w * expit(x) * expit(-x))[:, :, None] * (-L) * pairs)
assert abs(quadratic / joule_s - 1) < 1e-7
deviation = kT * prod_s / joule_s - 1
deviation_formula = test_strength**2 / 10
assert abs(deviation / deviation_formula - 1) < 0.03


# Drift term by finite differences in k: heats the gas, makes no entropy
def smooth_f(k_perp, k_z):
    kk = np.hypot(k_perp, k_z)
    xx = (kk**2 / 2 - mu) / kT
    return occupation(xx, -strong * k_z / born_rate(kk) / kT)


h = 1e-5
k_perp, k_z = k * sine, k * cosine
drift = strong * (smooth_f(k_perp, k_z + h) - smooth_f(k_perp, k_z - h)) / (2 * h)
heating_ratio = np.sum(w * energy * drift) / joule_s
drift_entropy = -np.sum(w * drift * log_odds(x, phi_s)) * kT / joule_s
assert abs(heating_ratio - 1) < 1e-3
assert abs(drift_entropy) < 1e-3
elastic_heating = np.sum(w * energy * collide(L, f_s)) / joule_s
assert abs(elastic_heating) < 1e-8

# Anisotropic two-dimensional band, energy = k^2 * shape(angle)/2
angle = 2 * np.pi * np.arange(64) / 64
shape = 1 + 0.4 * np.cos(2 * angle) + 0.1 * np.sin(4 * angle)
slope = -0.8 * np.sin(2 * angle) + 0.4 * np.cos(4 * angle)
kT2, mu2 = 0.03, 1.0
k2 = np.sqrt(2 * (mu2 + kT2 * x) / shape)
kx, ky = k2 * np.cos(angle), k2 * np.sin(angle)
v_r, v_t = k2 * shape, k2 * slope / 2
vx = v_r * np.cos(angle) - v_t * np.sin(angle)
vy = v_r * np.sin(angle) + v_t * np.cos(angle)
arc = 2 * np.pi / 64 / shape
dist2 = ((kx[:, :, None] - kx[:, None, :])**2
         + (ky[:, :, None] - ky[:, None, :])**2)
R2 = 0.05 * np.exp(-dist2 / 2)
L2 = -R2 * arc
i2 = np.arange(64)
L2[:, i2, i2] += R2 @ arc
w2 = np.ones_like(x) * arc * kT2 * dx / (2 * np.pi**2)
direction = 0.6
v_along = vx * np.cos(direction) + vy * np.sin(direction)
unit_phi = steady_phi(L2, w2, v_along, 1.0, kT2)
field2 = 0.02 / np.max(abs(unit_phi))
phi2 = field2 * unit_phi
f2 = occupation(x, phi2)
jx, jy = -np.sum(w2 * vx * f2), -np.sum(w2 * vy * f2)
joule2 = field2 * (jx * np.cos(direction) + jy * np.sin(direction))
ratio2 = kT2 * entropy_rate(L2, w2, x, phi2) / joule2
tilt = np.degrees(np.arctan2(jy, jx) - direction)
assert abs(ratio2 - 1) < 2e-4
assert abs(tilt) > 1


# Phase shifts of the same screened potential: check and size of Born error
def phase_shift(l, z):
    def slope_of_phase(r, d):
        s = k_fermi * r
        wave = s * (np.cos(d[0]) * spherical_jn(l, s)
                    - np.sin(d[0]) * spherical_yn(l, s))
        return [2 * z * np.exp(-kappa * r) / (r * k_fermi) * wave**2]
    start = max(1e-4, 0.05 * l**2 / k_fermi)
    sol = solve_ivp(slope_of_phase, (start, 30 / kappa), [0.0],
                    method="DOP853", rtol=1e-8, atol=1e-12)
    assert sol.success
    return sol.y[0, -1]


def transport_section(z):
    d = np.array([phase_shift(l, z) for l in range(7)])
    terms = np.arange(1, 7) * np.sin(d[:-1] - d[1:])**2
    return 4 * np.pi / k_fermi**2 * terms.sum(), d


weak = 0.01
weak_section = (transport_section(weak)[0] + transport_section(-weak)[0]) / 2
weak_ratio = weak_section / (born_rate(k_fermi, weak) / (n_imp * k_fermi))
assert abs(weak_ratio - 1) < 3e-3
full_section, shifts = transport_section(charge)
born_section = born_rate(k_fermi) / (n_imp * k_fermi)
section_ratio = full_section / born_section
friedel = 2 / np.pi * np.sum((2 * np.arange(7) + 1) * shifts)


# Film with diffuse surfaces: average of the distribution over the thickness
def film_conductivity(thickness_over_path):
    t = thickness_over_path

    def integrand(c):
        return 1.5 * (1 - c * c) * (1 + c / t * np.expm1(-t / c))
    return quad(integrand, 0, 1, epsabs=1e-11)[0]


assert abs(film_conductivity(50.0) - (1 - 3 / (8 * 50.0))) < 1e-6
film_factor = 1 / film_conductivity(film_ang / (path * BOHR_ANG))

# Electron heat capacity from the shells, and the heating it implies
heat_capacity = np.sum(w * expit(x) * expit(-x) * x**2)
assert abs(heat_capacity / (np.pi**2 / 2 * density * kT / mu) - 1) < 1e-3
capacity_si = heat_capacity * const.k / BOHR_M**3
power_si = joule * POWER_SI
heating_rate = power_si / capacity_si
tau_phonon = 1 / (2 * np.pi * phonon_coupling * kT)
rho_unit = FIELD_SI / CURRENT_SI * 1e8     # to microohm cm
production_si = production * const.k / (TIME_S * BOHR_M**3)


def show(label, value, unit="", digits=4):
    print(f"{label}: {value:.{digits}g} {unit}".rstrip())


print("INPUTS (free-electron model, rough regime of a narrow copper line)")
show("Fermi energy", fermi_ev, "eV")
show("temperature", temperature, "K")
show("thermal energy kT", kT * HARTREE_EV, "eV")
show("impurities per electron", impurity_fraction)
show("impurity charge Z", charge)
show("current density", current_ma_cm2, "MA/cm2")
print("SCATTERING (Born approximation)")
show("electron density", density / BOHR_ANG**3, "1/angstrom^3")
show("Fermi wave number", k_fermi / BOHR_ANG, "1/angstrom")
show("screening wave number kappa", kappa / BOHR_ANG, "1/angstrom")
show("y = 4 kF^2/kappa^2", 4 * k_fermi**2 / kappa**2)
show("transport time", tau * TIME_S * 1e15, "fs")
show("mean free path", path * BOHR_ANG, "angstrom")
show("impurity resistivity", resistivity * rho_unit, "microohm cm")
print("ENTROPY AND JOULE POWER")
show("electric field", field * FIELD_SI / 100, "V/cm")
show("Joule power density J.E", power_si * 1e-6, "W/cm3", 5)
show("same, converted", power_si / const.e * 1e-30, "eV/(angstrom^3 s)", 5)
show("entropy production", production_si * 1e-6, "W/(cm3 K)", 5)
show("T times entropy production", production_si * temperature * 1e-6, "W/cm3", 5)
print(f"ratio T*production/(J.E): {kT * production / joule:.6f}")
print("CHECKS AT STRONGER FIELD")
show("e E path/kT in this check", test_strength)
show("ratio minus 1, computed", deviation)
show("ratio minus 1, formula", deviation_formula)
print(f"drift heating / (J.E): {heating_ratio:.5f}")
print(f"T*drift entropy rate/(J.E), size below 0.001: {abs(drift_entropy) < 1e-3}")
print(f"anisotropic band, ratio T*production/(J.E): {ratio2:.5f}")
show("anisotropic band, angle from E to J", tilt, "degrees", 3)
print(f"weak impurity, phase-shift/Born cross section: {weak_ratio:.4f}")
print("NEGLECTED EFFECTS")
show("e E path in the example", field * path * HARTREE_EV, "eV", 3)
show("e E path/kT in the example", strength, "", 3)
show("nonlinear correction (e E path/kT)^2/10", strength**2 / 10, "", 2)
show("thermal smearing (kT/EF)^2", (kT / mu)**2, "", 2)
show("phase-shift/Born transport cross section", section_ratio, "", 3)
show("resistivity with phase shifts", resistivity * rho_unit * section_ratio, "microohm cm", 3)
show("Friedel sum (should equal Z)", friedel, "", 3)
show("phonon coupling, rough input", phonon_coupling)
show("phonon scattering time, rough", tau_phonon * TIME_S * 1e15, "fs", 2)
show("phonon/impurity scattering rate, rough", tau / tau_phonon, "", 2)
show("film thickness", film_ang, "angstrom")
show("film/bulk resistivity, diffuse surfaces", film_factor, "", 3)
show("electron heat capacity", capacity_si * 1e-6, "J/(cm3 K)", 3)
show("electron heating rate without bath", heating_rate, "K/s", 3)
show("time to heat by 1 K without bath", 1e9 / heating_rate, "ns", 3)
show("electron-lattice coupling, rough input", lattice_coupling * 1e-6, "W/(cm3 K)")
show("electron-lattice temperature gap, rough", power_si / lattice_coupling, "K", 1)
print("finished without a failed check")
```

Output:

```
INPUTS (free-electron model, rough regime of a narrow copper line)
Fermi energy: 7 eV
temperature: 380 K
thermal energy kT: 0.03275 eV
impurities per electron: 0.01
impurity charge Z: 1
current density: 2 MA/cm2
SCATTERING (Born approximation)
electron density: 0.08411 1/angstrom^3
Fermi wave number: 1.355 1/angstrom
screening wave number kappa: 1.806 1/angstrom
y = 4 kF^2/kappa^2: 2.253
transport time: 23.4 fs
mean free path: 367.2 angstrom
impurity resistivity: 1.803 microohm cm
ENTROPY AND JOULE POWER
electric field: 3.606 V/cm
Joule power density J.E: 7.2121e+06 W/cm3
same, converted: 45.014 eV/(angstrom^3 s)
entropy production: 18979 W/(cm3 K)
T times entropy production: 7.2121e+06 W/cm3
ratio T*production/(J.E): 1.000000
CHECKS AT STRONGER FIELD
e E path/kT in this check: 0.1
ratio minus 1, computed: 0.001004
ratio minus 1, formula: 0.001
drift heating / (J.E): 1.00000
T*drift entropy rate/(J.E), size below 0.001: True
anisotropic band, ratio T*production/(J.E): 1.00000
anisotropic band, angle from E to J: -3.76 degrees
weak impurity, phase-shift/Born cross section: 1.0001
NEGLECTED EFFECTS
e E path in the example: 1.32e-05 eV
e E path/kT in the example: 0.000404
nonlinear correction (e E path/kT)^2/10: 1.6e-08
thermal smearing (kT/EF)^2: 2.2e-05
phase-shift/Born transport cross section: 1.81
resistivity with phase shifts: 3.25 microohm cm
Friedel sum (should equal Z): 1.38
phonon coupling, rough input: 0.13
phonon scattering time, rough: 25 fs
phonon/impurity scattering rate, rough: 0.95
film thickness: 200 angstrom
film/bulk resistivity, diffuse surfaces: 1.84
electron heat capacity: 0.0268 J/(cm3 K)
electron heating rate without bath: 2.69e+08 K/s
time to heat by 1 K without bath: 3.72 ns
electron-lattice coupling, rough input: 1e+11 W/(cm3 K)
electron-lattice temperature gap, rough: 7e-05 K
finished without a failed check
```
